# Defect Emission Rates and Deep-Level Transient Spectroscopy from Detailed Balance: a numerical check

```python
"""Emission rate of a defect from detailed balance, and its DLTS analysis.

Result under test (atomic units, theta = k_B T):
    e = sigma * v * N_c * exp(-dG/theta),   v * N_c = 2 m theta^2 / pi^2
e: electron emission rate; sigma: thermal capture cross-section;
v: mean electron speed; N_c: effective density of band states; m: band mass;
dG: free energy of (empty defect + electron at band edge) minus filled defect.
dG = dH - T dS contains vibrational and electronic degeneracy entropy.
The principle is tested with golden-rule rates of a two-oscillator defect;
the DLTS analysis is tested on simulated capacitance transients.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
TIME = const.physical_constants["atomic unit of time"][0]
KB_EV = const.k / const.e
KB = KB_EV / HARTREE
mass = 0.3


def spin_dos(energy):
    """Band states per volume, energy and spin, energy from band edge."""
    return np.sqrt(2 * energy) * mass**1.5 / (2 * np.pi**2)


def band_averages(theta):
    """N_c and mean speed by quadrature over the band."""
    def weight(x):
        return 2 * spin_dos(x * theta) * np.exp(-x) * theta
    density = quad(weight, 0, 60, epsabs=0, epsrel=1e-10)[0]
    flux = quad(lambda x: weight(x) * np.sqrt(2 * x * theta / mass),
                0, 60, epsabs=0, epsrel=1e-10)[0]
    return density, flux / density


for temperature in (100.0, 250.0, 400.0):
    theta = KB * temperature
    nc, speed = band_averages(theta)
    assert np.isclose(nc, 2 * (mass * theta / (2 * np.pi))**1.5, rtol=1e-7)
    assert np.isclose(speed, np.sqrt(8 * theta / (np.pi * mass)), rtol=1e-7)
    assert np.isclose(nc * speed, 2 * mass * theta**2 / np.pi**2, rtol=1e-7)

# Microscopic defect: empty singlet, filled spin doublet, one vibration.
gap_ev, w_empty_ev, w_filled_ev, relax_ev = 0.40, 0.045, 0.030, 0.15
gap, w_empty, w_filled, relax = np.array(
    [gap_ev, w_empty_ev, w_filled_ev, relax_ev]) / HARTREE
basis, kept = 300, 70
ladder = np.diag(np.sqrt(np.arange(1, basis)), 1)
position = (ladder + ladder.T) / np.sqrt(2 * w_empty)
shift = np.sqrt(2 * relax) / w_filled
h_empty = np.diag(w_empty * (np.arange(basis) + 0.5))
displaced = position - shift * np.eye(basis)
h_filled = (h_empty - 0.5 * w_empty**2 * position @ position
            + 0.5 * w_filled**2 * displaced @ displaced)
levels, vectors = np.linalg.eigh(h_filled)
levels_filled = levels[:kept]
levels_empty = np.diag(h_empty)[:kept]
assert np.allclose(levels_filled, w_filled * (np.arange(kept) + 0.5),
                   rtol=1e-7, atol=1e-10)
overlap2 = vectors[:kept, :kept]**2       # rows: empty, columns: filled
electron_energy = levels_filled[None, :] - gap - levels_empty[:, None]
allowed = electron_energy > 0
electron_energy = np.where(allowed, electron_energy, 0.0)
# Common electronic coupling is set to one: it cancels in every test below.
strength = 2 * np.pi * overlap2 * spin_dos(electron_energy) * allowed


def populations(theta):
    p_empty = np.exp(-(levels_empty - levels_empty[0]) / theta)
    p_filled = np.exp(-(levels_filled - levels_filled[0]) / theta)
    return p_empty / p_empty.sum(), p_filled / p_filled.sum()


def golden_rates(theta):
    """Emission rate into an empty band; nondegenerate capture coefficient."""
    p_empty, p_filled = populations(theta)
    emission = np.sum(strength * p_filled[None, :])
    boltzmann = np.exp(-electron_energy / theta)
    capture = np.sum(2 * strength * boltzmann * p_empty[:, None])
    return emission, capture / band_averages(theta)[0]


def model_free_energy(theta):
    """Closed oscillator free energies plus the spin-doublet entropy."""
    return (gap + theta * np.log(np.sinh(w_empty / (2 * theta))
                                 / np.sinh(w_filled / (2 * theta)))
            + theta * np.log(2))


for temperature in (200.0, 300.0, 400.0):
    theta = KB * temperature
    emission, capture = golden_rates(theta)
    ratio = emission / (capture * band_averages(theta)[0])
    assert np.isclose(ratio, np.exp(-model_free_energy(theta) / theta),
                      rtol=1e-6)
    # Full Fermi occupation and Pauli blocking, including a degenerate band.
    p_empty, p_filled = populations(theta)
    for fermi_ev in (-0.2, 0.05):
        fermi = fermi_ev / HARTREE
        occupied = 1 / (np.exp((electron_energy - fermi) / theta) + 1)
        blocked = 1 / (np.exp((fermi - electron_energy) / theta) + 1)
        gain = np.sum(2 * strength * occupied * p_empty[:, None])
        loss = np.sum(strength * blocked * p_filled[None, :])
        gibbs = np.exp((fermi + model_free_energy(theta)) / theta)
        assert np.isclose(gain / loss, gibbs, rtol=1e-6)

theta = KB * 300.0
emission, capture = golden_rates(theta)
micro_ratio = emission / (capture * band_averages(theta)[0])
micro_dg = model_free_energy(theta)
micro_dh = (gap + 0.5 * w_empty / np.tanh(w_empty / (2 * theta))
            - 0.5 * w_filled / np.tanh(w_filled / (2 * theta)))
beta, step = 1 / theta, 0.001 / theta
logs_e, logs_sigma = [], []
for inverse in (beta - step, beta + step):
    th = 1 / inverse
    rate, coefficient = golden_rates(th)
    logs_e.append(np.log(rate / th**2))
    logs_sigma.append(np.log(coefficient / band_averages(th)[1]))
micro_slope = -(logs_e[1] - logs_e[0]) / (2 * step)
micro_barrier = -(logs_sigma[1] - logs_sigma[0]) / (2 * step)
assert abs(micro_slope - micro_dh - micro_barrier) * HARTREE < 1e-5

print("Oscillator defect model at 300 K")
print(f"difference of energy minima = {gap_ev:.3f} eV")
print(f"quantum, empty state = {w_empty_ev:.3f} eV")
print(f"quantum, filled state = {w_filled_ev:.3f} eV")
print(f"relaxation energy, filled state = {relax_ev:.3f} eV")
print(f"dG = {micro_dg * HARTREE:.5f} eV")
print(f"dH = {micro_dh * HARTREE:.5f} eV")
print(f"dS/k_B = {(micro_dh - micro_dg) / theta:.4f} (no unit)")
print(f"golden-rule e/(c N_c) = {micro_ratio:.5e} (no unit)")
print(f"exp(-dG/k_BT) = {np.exp(-micro_dg / theta):.5e} (no unit)")
print("rate error factor, minima difference for dG = "
      f"{np.exp(-gap / theta) / micro_ratio:.3f} (no unit)")
no_spin = micro_dg - theta * np.log(2)
print("rate error factor, spin omitted = "
      f"{np.exp(-no_spin / theta) / micro_ratio:.3f} (no unit)")
print(f"Arrhenius slope energy = {micro_slope * HARTREE:.5f} eV")
print(f"capture activation energy = {micro_barrier * HARTREE:.5f} eV")

# DLTS example with round model parameters.
sigma_inf, barrier, enthalpy, entropy = 10.0, 0.05, 0.40, 2.0
trap_share = 0.01


def cross_section(temperature):
    return sigma_inf * np.exp(-barrier / (KB_EV * temperature))


def free_energy(temperature):
    return enthalpy - entropy * KB_EV * temperature


def emission_rate(temperature):
    """Rate in 1/s from the separately integrated band factors."""
    nc, speed = band_averages(KB * temperature)
    return (cross_section(temperature) / BOHR**2 * nc * speed / TIME
            * np.exp(-free_energy(temperature) / (KB_EV * temperature)))


def signal(temperature, t1, t2):
    """Capacitance difference divided by the final capacitance."""
    rate = emission_rate(temperature)
    return (np.sqrt(1 - trap_share * np.exp(-rate * t2))
            - np.sqrt(1 - trap_share * np.exp(-rate * t1)))


t_ref = 250.0
nc, speed = band_averages(KB * t_ref)
rate_ref = emission_rate(t_ref)
print("DLTS example: inputs")
print(f"band mass = {mass:.2f} electron masses")
print(f"sigma_inf = {sigma_inf:.2f} angstrom^2")
print(f"capture barrier = {barrier:.3f} eV")
print(f"dH = {enthalpy:.3f} eV")
print(f"dS/k_B = {entropy:.2f} (no unit)")
print(f"trap share r = {trap_share:.3f} (no unit)")
print(f"Factors at {t_ref:.0f} K")
print(f"k_BT = {KB_EV * t_ref:.6f} eV")
print(f"N_c = {nc / BOHR**3:.4e} angstrom^-3")
print(f"mean speed = {speed * BOHR / TIME:.4e} angstrom/s")
print(f"v N_c = {nc * speed / BOHR**2 / TIME:.4e} angstrom^-2 s^-1")
print(f"sigma = {cross_section(t_ref):.4f} angstrom^2")
print(f"dG = {free_energy(t_ref):.5f} eV")
print("exp(-dG/k_BT) = "
      f"{np.exp(-free_energy(t_ref) / (KB_EV * t_ref)):.4e} (no unit)")
print(f"emission rate = {rate_ref:.2f} s^-1")

print("Rate windows, t2 = 2 t1")
peak_temperatures, window_rates, deviations = [], [], []
for t1 in (0.001, 0.003, 0.010, 0.030):
    t2 = 2 * t1
    grid = np.linspace(150, 350, 101)
    best = grid[np.argmax([signal(t, t1, t2) for t in grid])]
    found = minimize_scalar(lambda t: -signal(t, t1, t2) / trap_share,
                            bounds=(best - 3, best + 3), method="bounded",
                            options={"xatol": 1e-6})
    window_rate = np.log(t2 / t1) / (t2 - t1)
    deviation = emission_rate(found.x) / window_rate - 1
    # Finite trap share shifts the peak rate by a fraction of trap_share.
    assert abs(deviation) < 0.3 * trap_share
    peak_temperatures.append(found.x)
    window_rates.append(window_rate)
    deviations.append(deviation)
    print(f"t1 = {t1:.3f} s: peak T = {found.x:.3f} K, "
          f"window rate = {window_rate:.3f} s^-1")

peaks = np.array(peak_temperatures)
slope, intercept = np.polyfit(1 / (KB_EV * peaks),
                              np.log(np.array(window_rates) / peaks**2), 1)
prefactor = 2 * mass * KB**2 / np.pi**2 / TIME / BOHR**2
energy_app = -slope
sigma_app = np.exp(intercept) / prefactor
sigma_expected = sigma_inf * np.exp(entropy)
assert abs(energy_app - enthalpy - barrier) < 1e-4
# Intercept inherits the small peak shift of the finite trap share.
assert abs(sigma_app / sigma_expected - 1) < 0.5 * trap_share
print("largest relative peak-rate deviation = "
      f"{max(np.abs(deviations)):.2e} (no unit)")
print("Arrhenius analysis")
print(f"apparent energy = {energy_app:.5f} eV")
print(f"dH + capture barrier = {enthalpy + barrier:.5f} eV")
print(f"apparent cross-section = {sigma_app:.3f} angstrom^2")
print(f"apparent cross-section = {sigma_app * 1e-16:.4e} cm^2")
print(f"sigma_inf exp(dS/k_B) = {sigma_expected:.3f} angstrom^2")
print("apparent / actual cross-section at 250 K = "
      f"{sigma_app / cross_section(t_ref):.2f} (no unit)")
print("apparent energy - dG at 250 K = "
      f"{energy_app - free_energy(t_ref):.5f} eV")
print("OK")
```

Running it gives:

```
Oscillator defect model at 300 K
difference of energy minima = 0.400 eV
quantum, empty state = 0.045 eV
quantum, filled state = 0.030 eV
relaxation energy, filled state = 0.150 eV
dG = 0.43015 eV
dH = 0.40338 eV
dS/k_B = -1.0355 (no unit)
golden-rule e/(c N_c) = 5.93974e-08 (no unit)
exp(-dG/k_BT) = 5.93974e-08 (no unit)
rate error factor, minima difference for dG = 3.210 (no unit)
rate error factor, spin omitted = 2.000 (no unit)
Arrhenius slope energy = 0.43578 eV
capture activation energy = 0.03239 eV
DLTS example: inputs
band mass = 0.30 electron masses
sigma_inf = 10.00 angstrom^2
capture barrier = 0.050 eV
dH = 0.400 eV
dS/k_B = 2.00 (no unit)
trap share r = 0.010 (no unit)
Factors at 250 K
k_BT = 0.021543 eV
N_c = 3.1368e-06 angstrom^-3
mean speed = 1.7934e+15 angstrom/s
v N_c = 5.6255e+09 angstrom^-2 s^-1
sigma = 0.9818 angstrom^2
dG = 0.35691 eV
exp(-dG/k_BT) = 6.3818e-08 (no unit)
emission rate = 352.49 s^-1
Rate windows, t2 = 2 t1
t1 = 0.001 s: peak T = 257.580 K, window rate = 693.147 s^-1
t1 = 0.003 s: peak T = 245.447 K, window rate = 231.049 s^-1
t1 = 0.010 s: peak T = 233.351 K, window rate = 69.315 s^-1
t1 = 0.030 s: peak T = 223.271 K, window rate = 23.105 s^-1
largest relative peak-rate deviation = 1.81e-03 (no unit)
Arrhenius analysis
apparent energy = 0.45000 eV
dH + capture barrier = 0.45000 eV
apparent cross-section = 74.025 angstrom^2
apparent cross-section = 7.4025e-15 cm^2
sigma_inf exp(dS/k_B) = 73.891 angstrom^2
apparent / actual cross-section at 250 K = 75.39 (no unit)
apparent energy - dG at 250 K = 0.09309 eV
OK
```
